# Inferring electrically inactive thickness from a holographic junction phase step

**Question**

A silicon lamella of uniform thickness \(t=300\) nm contains a p-n junction seen edge-on. Off-axis electron holography at 200 kV gives a phase step \(\Delta\phi=1.02\) rad between the plateaus far from the junction, the n side having the larger phase. The potential step inside the undisturbed core of the lamella is assumed to be \(V=0.70\) V.

Take \(e>0\), \(mc^2=510.999\) keV and \(\hbar c=197.327\) eV nm. Phase is counted so that it increases with the wavenumber of the beam electron. The coordinate \(z\) runs through the thickness, along the beam. The specimen is tilted to a weakly diffracting orientation, its surfaces are equipotentials, and the reference wave passes through field-free vacuum. Parts (e) and (g) examine some of these assumptions.

For silicon at 300 K use the rough values \(n_i=10^{10}\ \mathrm{cm^{-3}}\), relative permittivity 11.7 and mean inner potential \(V_0=12\) V. The thermal voltage is \(v_T=k_BT/e=25.85\) mV.

**(a) Derive the phase gained per volt and per nanometre, and evaluate it at 200 kV.**

*Answer.* Let \(T\) be the kinetic energy in vacuum. An electron has potential energy \(-eV\) where the electrostatic potential is \(V\), so its kinetic energy there is \(T+eV\). Neglecting spin, the relativistic relation between energy and momentum \(\hbar k\) is

\[
(\hbar c k)^2=(T+mc^2+eV)^2-(mc^2)^2 .
\]

Differentiation with respect to \(V\) gives

\[
2\hbar^2c^2k\,\frac{dk}{dV}=2e\,(T+mc^2+eV).
\]

At \(V=0\) the total energy is \(T+mc^2=\gamma mc^2\) and the momentum is \(\hbar k=\gamma mv\). Therefore

\[
\frac{dk}{dV}=\frac{e\,\gamma mc^2}{\hbar c^2\,(\hbar k)}
=\frac{e\,\gamma mc^2}{\hbar c^2\,\gamma mv}
=\frac{e}{\hbar v}\equiv C_E .
\]

The potentials are tiny compared with \(T/e\), so reflection and bending of the ray are neglected and the phase is \(\int k\,dz\) along a straight line. To first order in the potential, the phase relative to vacuum is

\[
\phi=C_E\int V(z)\,dz .
\]

For the numbers,

\[
\gamma=1+\frac{200}{510.999}=1.39139,\qquad
\frac vc=\sqrt{1-\gamma^{-2}}=0.69531,
\]

\[
C_E=\frac{1}{(197.327\ \mathrm{eV\,nm}/e)(0.69531)}
=0.007288\ \mathrm{rad\,V^{-1}\,nm^{-1}} .
\]

A faster electron spends less time in the potential and gains less phase. As \(v\to c\), \(C_E\) tends to the finite value \(e/(\hbar c)\), so raising the beam energy cannot reduce the phase without limit.

**(b) Define an equivalent inactive thickness and infer its value from the data.**

*Answer.* Write the potential on each side as the mean inner potential \(V_0\) plus a slowly varying part \(\psi\) due to dopants and carriers. With equal thickness on both sides,

\[
\Delta\phi=C_E\int_0^t\{[V_0+\psi_n(z)]-[V_0+\psi_p(z)]\}\,dz
=C_E\int_0^t\Delta V(z)\,dz ,
\]

where \(\Delta V=\psi_n-\psi_p\). The mean inner potential has cancelled. In the core \(\Delta V=V\); near the surfaces it is smaller. Define

\[
t_{\rm in}=\int_0^t\left[1-\frac{\Delta V(z)}{V}\right]dz
=t-\frac1V\int_0^t\Delta V(z)\,dz .
\]

The last integral equals \(\Delta\phi/C_E\), hence

\[
\Delta\phi=C_EV(t-t_{\rm in}),\qquad
t_{\rm in}=t-\frac{\Delta\phi}{C_EV}.
\]

Here \(C_EV=0.005102\) rad/nm, so the equivalent active thickness is

\[
t-t_{\rm in}=\frac{1.02}{0.005102}\ \mathrm{nm}=199.9\ \mathrm{nm},
\qquad t_{\rm in}\simeq100\ \mathrm{nm}.
\]

This is the total for both surfaces. Symmetric surfaces would have 50 nm each, but the integral is unchanged if the same loss is divided unequally, so the phase says nothing about the division.

The inference depends on \(V\). If nothing were inactive, the measured phase would require

\[
V=\frac{\Delta\phi}{C_Et}=0.466\ \mathrm{V}.
\]

A smaller core step would make \(t_{\rm in}\) negative. Within this model that would signal a wrong input or a phase contribution from elsewhere. For large \(V\), \(t_{\rm in}\) approaches the full thickness.

**(c) What layer width at each surface corresponds to this result if the layer (i) has no potential step, (ii) contains no charge, or (iii) is uniformly depleted?**

*Answer.* Consider symmetric surfaces, each with a layer of width \(w\), and measure \(z\) inward from one surface. On the plateaus, lateral variation is negligible, so Poisson's equation contains only the \(z\) derivative.

(i) If defects hold the potential at the same value on both sides throughout the layer, \(\Delta V=0\) there. If the full step is restored abruptly behind the layer, the loss per surface is \(w\), so \(w=50\) nm. In doped silicon the step recovers over a depleted region, which adds its own loss and makes the defect layer thinner. For \(10^{18}\ \mathrm{cm^{-3}}\), a core step of 0.70 V and a layer held at midgap, the formula derived in part (e) gives about 8 nm for this loss, leaving \(w\simeq42\) nm.

(ii) In a layer without charge, \(\Delta V''=0\). With \(\Delta V(0)=0\) at the equipotential surface and \(\Delta V(w)=V\), the solution is \(\Delta V=Vz/w\), taking the core beyond the layer to be flat. The loss is

\[
\int_0^w\left(1-\frac zw\right)dz=\frac w2 ,
\]

so \(w=100\) nm. The change of slope at \(z=w\) requires a thin sheet of charge there.

(iii) For equal donor and acceptor densities, the uniform depletion charges on the two sides are opposite, so \(\Delta V''\) is a negative constant. The conditions \(\Delta V(0)=0\), \(\Delta V(w)=V\) and \(\Delta V'(w)=0\) give

\[
\Delta V=V\left[1-\left(1-\frac zw\right)^2\right],\qquad
\int_0^w\left(1-\frac zw\right)^2dz=\frac w3 ,
\]

so \(w=150\) nm. The two depleted layers then just meet in the middle of the 300 nm lamella.

All three structures give the same phase. Thus the inferred total of 100 nm equals the combined width of the two physical layers only in case (i) with abrupt recovery of the step. "Inactive" must mean that the potential step is absent; absence of mobile carriers or of active dopants is not enough.

**(d) The independent standard errors are 0.03 rad in phase, 0.05 V in core step and 10 nm in thickness. Find the error of \(t_{\rm in}\).**

*Answer.* The derivatives of \(t_{\rm in}=t-\Delta\phi/(C_EV)\) are

\[
\frac{\partial t_{\rm in}}{\partial\Delta\phi}=-\frac1{C_EV},\qquad
\frac{\partial t_{\rm in}}{\partial V}=\frac{\Delta\phi}{C_EV^2}=\frac{t-t_{\rm in}}V,\qquad
\frac{\partial t_{\rm in}}{\partial t}=1 .
\]

The phase contributes \(0.03/0.005102=5.9\) nm. The core step contributes \((199.9/0.70)(0.05)=14.3\) nm. The thickness contributes 10 nm. For independent errors the variances add, so to first order

\[
\sigma=\sqrt{5.9^2+14.3^2+10^2}\ \mathrm{nm}\simeq18\ \mathrm{nm}.
\]

The result is therefore \(100\pm18\) nm for these assumed errors. The largest contribution comes from the quantity that was assumed. An overestimate of \(V\) makes the inferred active thickness too small and the inactive thickness too large.

**(e) Is the assumed 0.70 V the equilibrium step of a symmetrically doped junction, and can surface depletion explain the result? Treat \(N=10^{18}\ \mathrm{cm^{-3}}\) on each side, and then the doping that would give 0.70 V. Let the surfaces be pinned at midgap.**

*Answer.* Measure \(\psi\) from its value at the intrinsic level. For non-degenerate carriers in equilibrium, \(n=n_ie^{\psi/v_T}\) and \(p=n_ie^{-\psi/v_T}\). If all dopants are ionised, neutrality deep in the n side requires \(n=N\), so \(\psi_b=v_T\ln(N/n_i)\). The p side has \(-\psi_b\), and the built-in step is

\[
V_{bi}=2v_T\ln\frac N{n_i}.
\]

*Heavy doping.* For \(N=10^{18}\ \mathrm{cm^{-3}}\), \(V_{bi}=0.952\) V and \(\psi_b=0.476\) V. To find the surface loss, put \(u=\psi_b-\psi\) on the n side and neglect holes. Poisson's equation becomes

\[
u''=\frac{eN}{\varepsilon}\left(1-e^{-u/v_T}\right).
\]

Multiply by \(u'\) and integrate from the core, where \(u=u'=0\):

\[
(u')^2=\frac{2eN}{\varepsilon}\left[u+v_T(e^{-u/v_T}-1)\right].
\]

The equivalent loss at one surface is \(\psi_b^{-1}\int u\,dz=\psi_b^{-1}\int_0^{\psi_b}u\,du/|u'|\). Where \(u\gg v_T\), the exponential is negligible and

\[
\frac u{\sqrt{u-v_T}}\simeq\sqrt u+\frac{v_T}{2\sqrt u}.
\]

The small region \(u\lesssim v_T\) affects only higher order in \(v_T/\psi_b\). Integration gives

\[
\frac1{\psi_b}\sqrt{\frac{\varepsilon}{2eN}}
\left(\frac23\psi_b^{3/2}+v_T\psi_b^{1/2}\right)
=\frac w3\left(1+\frac{3v_T}{2\psi_b}\right),
\]

with \(w=\sqrt{2\varepsilon\psi_b/(eN)}\), since \(\sqrt{\varepsilon/(2eN)}=w/(2\sqrt{\psi_b})\). The first term is the \(w/3\) of part (c); the second comes from the gradual edge of the depleted layer.

The width is \(w=24.8\) nm, and the loss from both surfaces is

\[
\frac{2(24.8)}3\left[1+\frac{3(0.02585)}{2(0.476)}\right]\mathrm{nm}\simeq18\ \mathrm{nm}.
\]

With this loss alone the phase step would be \(0.007288(0.952)(300-18)\simeq1.96\) rad, nearly twice the measured value. If the core really has its equilibrium step, the measured phase instead implies

\[
t_{\rm in}=300-\frac{1.02}{0.007288(0.952)}\simeq153\ \mathrm{nm}.
\]

Ordinary surface depletion is therefore too small to account for the missing phase at this doping. The values 0.952 V and 153 nm belong to the simple model: in real silicon at \(10^{18}\ \mathrm{cm^{-3}}\), incomplete ionisation and band-gap narrowing lower the step to roughly 0.91 V and \(t_{\rm in}\) to roughly 146 nm. Pinning up to 0.4 V away from midgap raises the depletion loss only to about 22 nm. Neither change alters the conclusion.

*Light doping.* Setting \(V_{bi}=0.70\) V gives

\[
N=n_ie^{0.70/(2v_T)}=7.6\times10^{15}\ \mathrm{cm^{-3}}.
\]

A thick crystal would then have a surface depletion width of 244 nm. This exceeds half the lamella thickness, so the depleted layers overlap and no neutral core remains. With uniform donor charge and \(\psi=0\) at both surfaces,

\[
\psi=\frac{eN}{2\varepsilon}z(t-z),\qquad
\int_0^t\psi\,dz=\frac{eN}{2\varepsilon}\left(\frac{t^3}2-\frac{t^3}3\right)
=\frac{eNt^3}{12\varepsilon}.
\]

The definition of \(w\) with \(\psi_b=0.35\) V gives \(eN/\varepsilon=0.70/(244)^2\ \mathrm{V/nm^2}\). At mid-thickness \(\psi=eNt^2/(8\varepsilon)\simeq0.13\) V, well below 0.35 V, so neglect of mobile carriers is consistent. The p side contributes the opposite sign, and

\[
\Delta\phi=2C_E\frac{eNt^3}{12\varepsilon}\simeq0.39\ \mathrm{rad}.
\]

This is far below 1.02 rad. Neither of these two dopings, with midgap pinning and no further inactive layer, reproduces the data.

The two phases lie on either side of the measured one, however, so an intermediate doping can reproduce it. For \(N=2.2\times10^{16}\ \mathrm{cm^{-3}}\) the formulas above give \(V_{bi}\simeq0.755\) V, \(w\simeq149\) nm, a loss of about 110 nm from both surfaces and a phase step of about 1.05 rad. These formulas treat the two surfaces separately, whereas the gradual edges of the depleted layers overlap in the middle. Solving Poisson's equation numerically across the whole lamella gives a phase step of about 1.01 rad and a potential step of about 0.68 V at mid-thickness, below the built-in 0.755 V. With midgap pinning, surface depletion alone could therefore explain the measured phase if the doping were near \(2\times10^{16}\ \mathrm{cm^{-3}}\); pinning 0.2 to 0.3 V away from midgap moves the matching doping to about \(3\times10^{16}\ \mathrm{cm^{-3}}\). If the doping is known to be \(10^{18}\ \mathrm{cm^{-3}}\), it cannot, and 0.70 V must then be read as an effective core step that needs its own justification. One conjecture is that carriers generated by the beam forward-bias a more heavily doped junction and lower its step; the present data cannot establish this.

**(f) How could a second thickness separate the reading \((V,t_{\rm in})=(0.70\ \mathrm V,100\ \mathrm{nm})\) from \((0.952\ \mathrm V,153\ \mathrm{nm})\)? Consider 400 nm, with the same core and surface layers.**

*Answer.* With \(V\) and \(t_{\rm in}\) held fixed, phase is linear in thickness. Two measurements give

\[
s=\frac{\Delta\phi_2-\Delta\phi_1}{t_2-t_1}=C_EV,\qquad
V=\frac s{C_E},\qquad t_{\rm in}=t_1-\frac{\Delta\phi_1}s .
\]

The slope fixes the core step, and the intercept on the thickness axis fixes the inactive thickness. At 400 nm the two readings predict 1.53 rad and 1.71 rad, although they agree at 300 nm.

The difference of 0.18 rad must be compared with all the errors. If each thickness has an independent error of 10 nm, it acts near the first reading as a phase error of \(0.005102\times10=0.051\) rad. Combined with 0.03 rad, this gives 0.059 rad per point. The resulting error of the core step is

\[
\sigma_V=\frac{\sqrt2\,(0.059)}{0.007288(100)}\ \mathrm V\simeq0.11\ \mathrm V.
\]

Near the second reading the larger \(C_EV\) raises this error to about 0.15 V. The readings differ by 0.25 V, only about two such errors. More thicknesses or a wider range would improve the separation. An unknown thickness offset common to all points leaves \(s\) unchanged but shifts \(t_{\rm in}\) by the same offset. If preparation changes the surface layers from one thickness to another, the straight-line interpretation fails. It also fails if the depleted layers overlap, because the step at mid-thickness then changes with thickness. For surface depletion alone at a doping near \(2.2\times10^{16}\ \mathrm{cm^{-3}}\), numerical solutions at 300 and 400 nm give a line with an apparent core step of about 0.80 V, although the built-in step is only about 0.76 V.

**(g) Estimate the effect of a 1 nm thickness mismatch across the junction, and of a field in the vacuum if the surfaces are not equipotentials.**

*Answer.* *Thickness mismatch.* Suppose the n side has an additional inactive thickness \(\delta t\). The mean inner potential no longer cancels and adds

\[
\delta(\Delta\phi)=C_EV_0\,\delta t .
\]

Using the unchanged nominal thickness in the inference shifts the result by

\[
\delta t_{\rm in}=-\frac{\delta(\Delta\phi)}{C_EV}=-\frac{V_0}V\,\delta t .
\]

For \(\delta t=1\) nm the extra phase is 0.087 rad, and the inferred inactive thickness falls by \(12/0.70\simeq17\) nm. Extra thickness on the p side has the opposite effect. One nanometre of mismatch matters about as much as the whole error found in part (d), because the mean inner potential is much larger than the junction step.

*Vacuum field.* As an unfavourable case, let the surface potential jump sharply from \(-V/2\) for \(x<0\) to \(+V/2\) for \(x>0\). Let \(h\) be the height above the surface. The function

\[
\Phi(x,h)=\frac V\pi\arctan\frac xh
\]

is a multiple of a polar angle and so satisfies Laplace's equation for \(h>0\); as \(h\to0\) it takes the required surface values. The potential difference between \(+x\) and \(-x\) is \((2V/\pi)\arctan(x/h)\). Integrating by parts up to height \(H\),

\[
P=\frac{2V}\pi\int_0^H\arctan\frac xh\,dh
=\frac{2V}\pi\left[H\arctan\frac xH+\frac x2\ln\left(1+\frac{H^2}{x^2}\right)\right].
\]

For \(x=100\) nm, \(H=1000\) nm and \(V=0.70\) V, \(P=147\) V nm at one surface. Both surfaces add \(2C_EP\simeq2.15\) rad, more than the entire measured step. The sign is that of the junction step, so an unnoticed vacuum field makes \(t_{\rm in}\) too small.

For \(H\gg x\), \(P\simeq(2V/\pi)x[1+\ln(H/x)]\), which still depends on both lengths. There is then no true phase plateau. The cut-off \(H\) is a chosen length, so 2.15 rad is a measure of sensitivity and not a correction to subtract. A flat phase on both sides is evidence against a large field of this kind.

**Relation to a real lamella.** A few hundred nanometres of silicon viewed at 200 kV is a realistic case for a specimen cut by a focused ion beam, and \(10^{18}\ \mathrm{cm^{-3}}\) is a realistic device doping. Gallium milling at 30 kV leaves an amorphous layer of very roughly 20 nm per side wall. An inactive layer of 50 nm per surface would therefore have to extend into damaged but still crystalline silicon, if case (i) of part (c) applies. Real specimens may break the assumptions of a known core step and equal thickness: replacing 0.70 V by 0.952 V moves the answer from 100 to 153 nm, and each nanometre of mismatch moves it by 17 nm. Residual dynamical diffraction can also alter the phase and has not been estimated here. The supported statement is conditional: about 100 nm of equivalent inactive thickness, in total, if the core step is 0.70 V and the measured phase comes from the lamella's junction potential alone.

All numerical values are calculated from the stated model.
